\section*{Irreducible representations and Fu-Kane parities from plane-wave coefficients}

\section{What symmetry fixes}

Let $g=\{R|\mathbf t\}$ move a point to $R\mathbf r+\mathbf t$, and let it be a symmetry of a crystal. Acting on a plane wave, it can only turn the wave vector and shift the phase:
\begin{equation}
e^{i\mathbf q\cdot R^{-1}(\mathbf r-\mathbf t)}
=e^{iR\mathbf q\cdot(\mathbf r-\mathbf t)}
=e^{-iR\mathbf q\cdot\mathbf t}\,e^{iR\mathbf q\cdot\mathbf r}.
\label{wave}
\end{equation}
The first equality holds because $R$ is orthogonal. The matrix of $g$ between two Bloch states must therefore be a sum of products of coefficients at $R\mathbf q$ and $\mathbf q$, each with the phase $e^{-iR\mathbf q\cdot\mathbf t}$.

An energy level fixes a subspace, but no basis in it. A label of the level can depend only on basis-independent quantities, and the trace of the matrix is one. These traces are the characters.

\section{Two plane waves by hand}

Take an electron in a plane with a hexagonal lattice of constant $a$. Its potential has only the six shortest reciprocal vectors, $V(\mathbf G)=We^{-i\mathbf G\cdot\mathbf c}$, with $W$ real. The potential is even about $\mathbf c$, so inversion is $\{I|2\mathbf c\}$.

At an edge centre M of the Brillouin zone, $\mathbf k=\mathbf b/2$ with $\mathbf b$ a shortest reciprocal vector. For weak $W$ keep the two degenerate waves $\mathbf q=\pm\mathbf b/2$, of kinetic energy $\varepsilon$. With $\theta=\mathbf b\cdot\mathbf c$,
\begin{equation}
H=\begin{pmatrix}\varepsilon&We^{-i\theta}\\We^{i\theta}&\varepsilon\end{pmatrix},\qquad
c_\pm=\frac1{\sqrt2}\begin{pmatrix}e^{-i\theta/2}\\ \pm e^{i\theta/2}\end{pmatrix},\qquad
E_\pm=\varepsilon\pm W .
\end{equation}
The first row confirms this: $We^{-i\theta}(\pm e^{i\theta/2})=\pm We^{-i\theta/2}$.

Inversion exchanges the waves. By (\ref{wave}), the new upper coefficient is the old lower one times $e^{-i(\mathbf b/2)\cdot2\mathbf c}=e^{-i\theta}$, and the new lower coefficient is the old upper one times $e^{i\theta}$:
\begin{equation}
c'_\pm=\frac1{\sqrt2}\begin{pmatrix}\pm e^{-i\theta/2}\\e^{i\theta/2}\end{pmatrix}=\pm c_\pm .
\end{equation}
The parity is $\pm1$. Without the phases the overlap would be
$\tfrac12(\pm e^{i\theta}\pm e^{-i\theta})=\pm\cos\theta$, which depends on the origin and is no parity.

For $W>0$ the lower state at M is odd; for $W<0$ it is even. At $\Gamma$ the lowest state is the single wave $\mathbf q=0$, which is even. Inversion leaves spin unchanged, so each orbital state gives a Kramers pair of one parity. For one occupied pair, the numbers of odd pairs at $\Gamma$ and the three M points are $(0,1,1,1)$ for $W>0$ and $(0,0,0,0)$ for $W<0$.

\subsection{The gap at the zone corner}

An index needs a gap everywhere. Let
\begin{equation}
H=\frac{p^2}{2m}+V+\lambda\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p),
\qquad \lambda_{\rm vac}=\frac{\hbar}{4m^2c^2}.
\end{equation}
Between waves $\mathbf q$ and $\mathbf q'$, $\nabla V$ gives $i(\mathbf q'-\mathbf q)V(\mathbf G'-\mathbf G)$ and $\mathbf p$ gives $\hbar\mathbf q$. Since $\mathbf q\times\mathbf q=0$, the spin-orbit element is $i\lambda\hbar V(\mathbf G'-\mathbf G)(\mathbf q'\times\mathbf q)\cdot\boldsymbol\sigma$. It vanishes between the antiparallel waves at M. From here on wave vectors are in $2\pi/a$ and energies in $E_0=\hbar^2(2\pi/a)^2/2m$. The strength becomes $\Lambda=\lambda\hbar(2\pi/a)^2$, with vacuum value $E_0/(2mc^2)$.

At a corner K, three waves with $|\mathbf q|=2/3$ lie $120^\circ$ apart. For neighbours in counterclockwise order, $(\mathbf q_{j+1}\times\mathbf q_j)_z=-\frac49\frac{\sqrt3}2=-\kappa$, with $\kappa=2\sqrt3/9$. After the phases from $\mathbf c$ are absorbed into the basis, the coupling is $W(1-i\Lambda\kappa s)$ for spin $s=\pm1$. The eigenvectors are $e^{ij\phi}$ with $\phi=0,\pm2\pi/3$, so
\begin{equation}
E_\phi=\varepsilon_K+2W(\cos\phi-\Lambda\kappa s\sin\phi).
\end{equation}
For $W>0$ and $\Lambda=0$ the two lowest orbital states are degenerate at $\varepsilon_K-W$, and no index is defined. Spin-orbit coupling separates them by $2\sqrt3\,\kappa\Lambda|W|=\frac43\Lambda|W|$. For $W<0$ the lowest state is the nondegenerate $\phi=0$, already separated by $3|W|$ at $\Lambda=0$.

\section{The general matrix}

Write the states of a level as
\begin{equation}
\psi_{n}(\mathbf r)=\sum_{\mathbf G,s}c_n(\mathbf G,s)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}\chi_s ,
\end{equation}
with orthonormal coefficients. The operation acts as $(g\psi)(\mathbf r)=D(R)\psi(R^{-1}(\mathbf r-\mathbf t))$. Here $D$ is the spin-$\frac12$ matrix of the proper part $P=R\det R$; for rotation by $\alpha$ about $\mathbf n$, $D=\cos\frac\alpha2-i\,\mathbf n\cdot\boldsymbol\sigma\sin\frac\alpha2$.

If $R\mathbf k=\mathbf k+\mathbf K$ with $\mathbf K$ a reciprocal vector, $g$ belongs to the little group of $\mathbf k$. Then $R(\mathbf k+\mathbf G)=\mathbf k+\mathbf G'$ with $\mathbf G'=R\mathbf G+\mathbf K$, and (\ref{wave}) gives
\begin{equation}
M_{mn}(g)=\sum_{\mathbf G}e^{-i(\mathbf k+\mathbf G')\cdot\mathbf t}\,
c_m(\mathbf G')^\dagger D(R)\,c_n(\mathbf G),\qquad \chi(g)=\operatorname{tr}M(g).
\label{main}
\end{equation}
A basis change $U$ within the level turns $M$ into $U^\dagger MU$ and leaves $\chi$ unchanged.

The operation must commute with the Hamiltonian in the finite basis. A cutoff on $|\mathbf k+\mathbf G|$ closes the basis, because $|R\mathbf q|=|\mathbf q|$. Invariance of the potential, $V(R^{-1}(\mathbf r-\mathbf t))=V(\mathbf r)$, gives $V(R\mathbf G)=V(\mathbf G)e^{-iR\mathbf G\cdot\mathbf t}$. Also $R\mathbf q'\times R\mathbf q=P(\mathbf q'\times\mathbf q)$ and $D\,\boldsymbol\sigma\cdot\mathbf v\,D^\dagger=\boldsymbol\sigma\cdot P\mathbf v$. Together,
\begin{equation}
H(R\mathbf q',R\mathbf q)=e^{-iR\mathbf q'\cdot\mathbf t}\,D\,H(\mathbf q',\mathbf q)\,D^\dagger e^{iR\mathbf q\cdot\mathbf t},
\end{equation}
which is $gHg^{-1}=H$ written in plane waves.

It follows that $g$ maps a complete level onto itself and $M$ is unitary. If a partner belonging to the same irreducible representation is missing, part of $g\psi$ leaves the retained space for some $g$, and unitarity fails. A partner joined only by time reversal or by accident can be missing without any loss of unitarity; one state of the pair $L_4+L_5$ below is an example, and it shows up instead as a multiplicity $\frac12$. Joining two nearby levels is harmless: their characters add.

\section{From characters to labels}

I use a diamond-structure model with an atom at the origin and $\boldsymbol\tau=\frac a4(1,1,1)$. Its potential is $V(\mathbf G)=\frac12F(\mathbf G)(1+e^{-i\mathbf G\cdot\boldsymbol\tau})$, with form factors $F=-0.6$, $0.1$ and $0.2\,E_0$ at $|\mathbf G|^2=3,8,11$. I take $\Lambda=0.05$, four occupied Kramers pairs, and plane waves up to $|\mathbf k+\mathbf G|^2=12.5$. For $a=0.5$ nm the vacuum value of $\Lambda$ is $5.9\times10^{-6}$; the larger value is a model parameter. Operations of the atom's tetrahedral group have $\mathbf t=0$; the others, including inversion, have $\mathbf t=\boldsymbol\tau$.

The number of times representation $\alpha$ occurs follows from orthogonality of characters:
\begin{equation}
n_\alpha=\frac{\sum_g\chi_\alpha(g)^*\chi(g)}{\sum_g|\chi_\alpha(g)|^2}.
\label{reduce}
\end{equation}
The denominator also allows for a pair of inequivalent representations joined by time reversal. A spin rotation has two lifts, $\pm D$. Using the same lift in $\chi$ and $\chi_\alpha$ makes the sign cancel, so one lift per operation suffices.

\subsection{The zone centre}

At $\Gamma$, lattice translations act as 1, so cubic point-group characters apply. The spinor representations are the spin character $\operatorname{tr}D$ times the orbital characters of $A_1$, $A_2$ and $E$:
\begin{center}
\begin{tabular}{lrrrrr}
 & $E$ & $8C_3$ & $3C_2$ & $6C_4$ & $6C_2'$\\
$\Gamma_6$ & 2 & 1 & 0 & $\sqrt2$ & 0\\
$\Gamma_7$ & 2 & 1 & 0 & $-\sqrt2$ & 0\\
$\Gamma_8$ & 4 & $-1$ & 0 & 0 & 0
\end{tabular}
\end{center}
For improper operations, multiply by $+1$ (even) or $-1$ (odd).

Without spin-orbit coupling the top occupied level is sixfold and even. Its characters are the sum of those of the levels into which it splits: $6$, $0$ and $-\sqrt2$ for $E$, $C_3$ and $C_4$, and zero for the twofold rotations. Summing over the 24 proper rotations is enough for a level of one parity:
\begin{align}
n_6&=\frac{2\cdot6+0+6\sqrt2(-\sqrt2)}{24}=0,\\
n_7&=\frac{2\cdot6+0+6(-\sqrt2)(-\sqrt2)}{24}=1,\\
n_8&=\frac{4\cdot6+0+0}{24}=1 .
\end{align}
With coupling, the even $\Gamma_7$ doublet lies at $2.0285\,E_0$ and the even $\Gamma_8$ quartet at $2.0443\,E_0$. Their splitting is $0.0158\,E_0$, or $0.095$ eV, in this small basis. These numbers are not converged: a cutoff of $20.5$ gives a splitting of about $0.025\,E_0$, with the same labels, and from a cutoff of $30.5$ upward the levels settle at $1.999$ and $2.024\,E_0$, split by $0.0247\,E_0$. The energy order is a result of the model, not of the characters. The lowest pair is an even $\Gamma_6$.

\subsection{The point L}

At $\mathbf k=(\frac12,\frac12,\frac12)$, the operations with $\mathbf t=0$ leave $\boldsymbol\tau$ fixed, and the rest have the form $\{IR|\boldsymbol\tau\}$. Two of the latter multiply to
\begin{equation}
\{IR|\boldsymbol\tau\}\{IR'|\boldsymbol\tau\}=\{RR'|-R\boldsymbol\tau+\boldsymbol\tau\}=\{RR'|0\}.
\end{equation}
No lattice translation is left over, so ordinary spinor characters apply. For $E$, $C_3$ and $C_2'$, $L_6$ has $(2,1,0)$ and the pair $L_4+L_5$ has $(2,-2,0)$. A twofold spin rotation squares to $-1$, hence its eigenvalues are $\pm i$. Time reversal commutes with it but conjugates numbers, so it joins the one-dimensional $L_4$ and $L_5$.

The printed $\chi(C_3)$ separates the two types. In rising energy the occupied pairs are $L_6$ odd, $L_6$ even, $L_6$ odd and $L_4+L_5$ odd.

\subsection{When translations change the multiplication rule}

At X, $\mathbf k=(0,0,1)$, compare inversion $\{I|\boldsymbol\tau\}$ with the rotation $\{C_{2x}|0\}$:
\begin{align}
\{I|\boldsymbol\tau\}\{C_{2x}|0\}&=\{IC_{2x}|\boldsymbol\tau\},\\
\{C_{2x}|0\}\{I|\boldsymbol\tau\}&=\{IC_{2x}|C_{2x}\boldsymbol\tau\}.
\end{align}
The translations differ by $\mathbf T=\boldsymbol\tau-C_{2x}\boldsymbol\tau=\frac a2(0,1,1)$. On a Bloch state, $\mathbf T$ gives $e^{-i\mathbf k\cdot\mathbf T}=e^{-i\pi}=-1$. Thus
\begin{equation}
M(I)M(C_{2x})=-M(C_{2x})M(I).
\end{equation}
Multiplying by $M(C_{2x})^{-1}$ and taking the trace gives $\chi(I)=-\chi(I)=0$.

The rotation therefore carries an even state to an odd one. Each state also has a Kramers partner of its own parity, so every level is at least fourfold. The printed levels are fourfold, with one even and one odd pair each. Their mean $|\chi|^2$ over the 16 operations is 1, the value for a single irreducible representation, also when its multiplication rule contains fixed phases. Ordinary point-group tables would be wrong here.

\section{From parities to the index}

Let $\Theta$ be time reversal and $\mathcal P$ inversion, with $\mathcal P^2=1$ and $\Theta^2=-1$. Assume a gap above the occupied states at every $\mathbf k$. On a two-dimensional Brillouin zone, time reversal makes the total Chern number zero, so a continuous, periodic occupied frame $\psi_n(\mathbf k)$ exists. The index is defined by
\begin{equation}
(-1)^\nu=\prod_i\frac{\sqrt{\det w(\mathbf k_i)}}{\operatorname{Pf}w(\mathbf k_i)},\qquad
w_{mn}(\mathbf k)=\langle\psi_m(-\mathbf k)|\Theta\psi_n(\mathbf k)\rangle,
\end{equation}
where $\mathbf k_i$ are the invariant momenta, $\operatorname{Pf}$ is the Pfaffian, and the root is followed continuously.

Define
\begin{equation}
v_{mn}(\mathbf k)=\langle\psi_m(\mathbf k)|\mathcal P\Theta\psi_n(\mathbf k)\rangle,\qquad
B_{mn}(\mathbf k)=\langle\psi_m(-\mathbf k)|\mathcal P\psi_n(\mathbf k)\rangle .
\end{equation}
Since $\mathcal P\Theta$ is antiunitary and squares to $-1$, $v$ is antisymmetric. The phase of one frame vector can be chosen at each $\mathbf k$ to make $\operatorname{Pf}v=1$. Expanding $\mathcal P\psi_n(\mathbf k)$ in the frame at $-\mathbf k$ gives $v(-\mathbf k)=BvB^T$, hence
\begin{equation}
1=\operatorname{Pf}v(-\mathbf k)=\det B\,\operatorname{Pf}v(\mathbf k)=\det B .
\end{equation}
From $\Theta=\mathcal P(\mathcal P\Theta)$ follows $w=Bv$. So $\det w=1$, and the root can be taken as 1 throughout.

At $\mathbf k_i$ a change of basis $U$ sends both $v$ and $w$ to $U^\dagger(\cdot)U^*$, so $\operatorname{Pf}w/\operatorname{Pf}v$ is unchanged, and we may use a basis of definite parity. Then $B$ is diagonal with entries $\pm1$, and $v$ couples only equal parities. Multiplying the odd block of $v$, which has size $2n_i$, by $-1$ multiplies its Pfaffian by $(-1)^{n_i}$. The Fu-Kane formula follows:
\begin{equation}
(-1)^\nu=\prod_i(-1)^{n_i},\qquad n_i=\frac{d-\chi_i(I)}4 .
\label{fk}
\end{equation}
Here $d$ is the number of occupied states, $d/2$ the number of pairs, and $\chi_i(I)$ the trace over all of them. In three dimensions the strong index is the sum, modulo 2, of the indices of the planes $k_3=0$ and $k_3=\frac12$ in reciprocal-vector coordinates. The product then runs over eight momenta.

Moving the inversion centre by $\mathbf T/2$, with $\mathbf T$ a lattice vector, multiplies each parity by $e^{-i\mathbf k_i\cdot\mathbf T}$. This is $-1$ at none or half of the invariant momenta: an even number in two or three dimensions. Individual counts can change, but $\nu$ cannot.

\subsection{The diamond model}

The count is 0 at $\Gamma$, 2 at each X, and 3 at $(\frac12,\frac12,\frac12)$. At the other three L points it is 1. To see why, rotate the first L point by $C_{2z}$. Its parities are then those of $\{I|C_{2z}\boldsymbol\tau\}$, whereas the calculation uses $\{I|\boldsymbol\tau\}$. The extra translation $\frac a2(1,1,0)$ at $(-\frac12,-\frac12,\frac12)$ gives $e^{i\pi}=-1$. All four parities flip, and three odd pairs become one; the remaining L points follow in the same way. The sum is
\begin{equation}
0+3\cdot2+3+3\cdot1=12,\qquad \nu=0 .
\end{equation}
The smallest direct gap sampled on a $4\times4\times4$ mesh, at three strengths from $\Lambda=0$ to $0.05$, is $0.57\,E_0$. This value is the gap at L for $\Lambda=0.05$; it depends on the basis and falls to $0.55\,E_0$ at a cutoff of $30.5$, where the counts of odd pairs are the same. This supports a gapped path to zero spin-orbit coupling, but a finite mesh does not prove it.

\subsection{The planar model and its Chern number}

In the planar model $\sigma_z$ is conserved, which allows a second route to $\nu$. Put the origin at the inversion centre. For the spin-up band write $\mathcal P\psi_{\mathbf k}=e^{i\beta(\mathbf k)}\psi_{-\mathbf k}$. Along a line mapped to itself by inversion, with coordinate $k\in[-\pi,\pi]$, take the Berry connection $A=i\langle u_k|\partial_k u_k\rangle$, with $u_k$ the periodic part of $\psi_k$. Inversion gives $u_{-k}(\mathbf r)=e^{-i\beta(k)}u_k(-\mathbf r)$, and differentiating yields $A(-k)=-A(k)-\partial_k\beta$. Its loop integral is
\begin{equation}
\gamma=\int_0^\pi[A(k)+A(-k)]\,dk=\beta(0)-\beta(\pi),
\qquad e^{i\gamma}=\xi(0)\xi(\pi),
\end{equation}
with $\xi=e^{i\beta}=\pm1$ the parities at the line's two invariant points. Berry curvature is even under inversion, so half the zone carries flux $\pi C$. Two such lines bound that half. Hence $(-1)^C=\prod_i\xi_i$, and by (\ref{fk}) $\nu=C$ modulo 2.

For $\Lambda=0.3$ and $W=+0.3\,E_0$, the full basis gives the hand-derived counts $(0,1,1,1)$, so $\nu=1$; the link-phase sum, divided by $2\pi$, gives $-1$. Each link $\langle u_k|u_{k+dk}\rangle$ has phase $-A\,dk$, so with the connection defined above this is $C=+1$; only $C$ modulo 2 enters $\nu$. For $W=-0.3\,E_0$ the counts are $(0,0,0,0)$ and $C=0$. Moving the centre changes the counts to $(0,1,0,0)$ and $(0,0,1,1)$, with the same indices.

For positive $W$, the three-wave estimate of the gap at K is $\frac43(0.3)(0.3)=0.12\,E_0$. The smallest gap on the full calculation's mesh is $0.053\,E_0$. It lies at K itself, so the three-wave estimate is more than twice the full gap there. The estimate is meant for weak potentials: at $W=0.03\,E_0$ it gives $0.012\,E_0$, and the full basis $0.011\,E_0$. At $W=0.3\,E_0$ the few-wave model still gives the right parities, but not the size of the gap.

\section{The procedure}

\begin{enumerate}
\item At each $\mathbf k$, select plane waves by $|\mathbf k+\mathbf G|$, diagonalize, and find the operations with $R\mathbf k-\mathbf k$ a reciprocal vector.
\item Group eigenvalues into complete levels. The tolerance must exceed numerical noise and be smaller than the splittings to be resolved.
\item For each operation, permute the coefficients, apply $e^{-i(\mathbf k+\mathbf G')\cdot\mathbf t}$ and $D(R)$, and form (\ref{main}). Check unitarity.
\item Reduce with (\ref{reduce}), using characters with the correct translation phases. Noninteger multiplicities signal an incomplete level, a wrong phase, or an unsuitable table.
\item At the invariant momenta, count odd pairs and apply (\ref{fk}), after examining the gap throughout the zone.
\end{enumerate}

The safeguards detect real faults. Dropping one state of the $\Gamma_8$ quartet gave a unitarity defect of $0.89$, where a complete level gives zero within rounding. The size of the defect depends on the basis the diagonalizer happens to return within the quartet. Omitting the translation phase of inversion at X leaves a commutator element of $0.61\,E_0$; with the phases, the largest element is at rounding level. The overlaps at X also agree with direct real-space integration to rounding accuracy, as the numerical output shows.

The parity formula needs both time reversal and inversion. Without inversion, the index may still exist, but parities cannot supply it. If the gap closes anywhere, the occupied frame used in the proof is no longer defined, even when every invariant momentum is gapped.

\section*{Numbers as computed}
\begin{verbatim}
Diamond model: a = 0.5 nm, E0 = 6.0165 eV
Form factors [E0] by |G|^2 [(2pi/a)^2]: {3: -0.6, 8: 0.1, 11: 0.2}
Spin-orbit strength LAM = 0.05 (vacuum value 5.89e-06), cutoff 12.5 E0
Gamma: 59 plane waves, 48 operations; E [E0], dimension, characters
   -0.4575  d=2  chi(I)=2.0  chi(C3)=1.0  chi(C4)=1.414  G6(even)
    2.0285  d=2  chi(I)=2.0  chi(C3)=1.0  chi(C4)=-1.414  G7(even)
    2.0443  d=4  chi(I)=4.0  chi(C3)=-1.0  chi(C4)=0.0  G8(even)
    2.6652  d=4  chi(I)=-4.0  chi(C3)=-1.0  chi(C4)=0.0  G8(odd)
    2.7081  d=2  chi(I)=-2.0  chi(C3)=1.0  chi(C4)=-1.414  G7(odd)
L: 40 plane waves, 12 operations; E [E0], dimension, characters
    0.0209  d=2  chi(I)=-2.0  chi(C3)=1.0  L6(odd)
    0.6112  d=2  chi(I)=2.0  chi(C3)=1.0  L6(even)
    1.7810  d=2  chi(I)=-2.0  chi(C3)=1.0  L6(odd)
    1.8324  d=2  chi(I)=-2.0  chi(C3)=-2.0  L4+L5(odd)
    2.4034  d=2  chi(I)=2.0  chi(C3)=1.0  L6(even)
X: 40 plane waves, 16 operations; E [E0], dimension, characters
    0.3945  d=4  chi(I)=0.0  mean|chi|^2=1.0000
    1.4728  d=4  chi(I)=0.0  mean|chi|^2=1.0000
    2.2570  d=4  chi(I)=0.0  mean|chi|^2=1.0000
Largest element of [g,H], all operations: 1.9e-16 E0
Same for inversion at X without translation phase: 0.612 E0
Largest overlap difference, real-space quadrature at X: 8.1e-16
Gamma level dimensions without spin-orbit coupling: [2, 6]
Occupied content at Gamma, with and without coupling: G6(even) + G7(even) + G8(even)
Splitting E(G8)-E(G7) = 0.01582 E0 = 0.0952 eV
Unitarity defect when one state of the quartet is dropped: 0.891
  invariant k [2pi/a] = [0.0, 0.0, 0.0]: odd pairs 0 of 4
  invariant k [2pi/a] = [0.5, 0.5, -0.5]: odd pairs 1 of 4
  invariant k [2pi/a] = [0.5, -0.5, 0.5]: odd pairs 1 of 4
  invariant k [2pi/a] = [1.0, 0.0, 0.0]: odd pairs 2 of 4
  invariant k [2pi/a] = [-0.5, 0.5, 0.5]: odd pairs 1 of 4
  invariant k [2pi/a] = [0.0, 1.0, 0.0]: odd pairs 2 of 4
  invariant k [2pi/a] = [0.0, 0.0, 1.0]: odd pairs 2 of 4
  invariant k [2pi/a] = [0.5, 0.5, 0.5]: odd pairs 3 of 4
Diamond strong index nu = 0
Smallest direct gap, 4x4x4 mesh, LAM = 0, 0.025, 0.05: 0.5710 E0
Planar model: LAM = 0.3, inversion centre [0.1, 0.2] a, mesh 18x18
  W = +0.3 E0: odd pairs at Gamma and three M [0, 1, 1, 1], moved centre [0, 1, 0, 0]
    nu = 1, spin-up Chern number -1, smallest direct gap 0.0533 E0
  W = -0.3 E0: odd pairs at Gamma and three M [0, 0, 0, 0], moved centre [0, 0, 1, 1]
    nu = 0, spin-up Chern number 0, smallest direct gap 0.8172 E0
\end{verbatim}
